# The Energy Needed to Ionize a Tin Droplet to Sn10+

Multiply tin's first ionization energy by ten, and the cost of removing ten electrons appears to be about 70 eV per atom. For a droplet 30 µm in diameter that is about 6 mJ. The true cost is roughly twelve times larger. Each electron leaves an ion more highly charged than the one before, which alone would give a factor of 5.5, and the later electrons also come from smaller orbits. An energy budget for an extreme-ultraviolet (EUV) light source built on the smaller figure would treat ionization as a minor term, although, if every atom reaches Sn$^{10+}$, it stores more energy than the thermal motion of a 30 eV plasma.

The quantity sought is the minimum energy that turns free neutral tin atoms at rest into free Sn$^{10+}$ ions and free electrons at rest. Heating the plasma, setting it in motion and supplying its radiation all cost extra. Atomic energies are given in eV and droplet energies in mJ.

## The estimate on the back of an envelope

Two numbers are needed: how many atoms there are, and what each one costs.

Liquid tin has a density of roughly 7 g/cm³. A sphere of diameter 30 µm has a volume of about $1.4\times10^{-8}$ cm³, hence a mass of about $10^{-7}$ g. With a molar mass near 119 g/mol this makes $N\approx5\times10^{14}$ atoms.

For the cost per atom, let the $k$-th electron to be removed move on a circle of radius $r$ around a net charge $+ke$. This is the charge of the ion left behind. The Coulomb force supplies the centripetal force:

$$\frac{mv^2}{r}=\frac{ke^2}{4\pi\varepsilon_0r^2}
\quad\Rightarrow\quad
\frac12mv^2=\frac{ke^2}{8\pi\varepsilon_0r}.$$

The potential energy is $-ke^2/(4\pi\varepsilon_0r)$, twice the kinetic energy in size and negative. The total is therefore $-ke^2/(8\pi\varepsilon_0r)$, and removing the electron costs

$$I_k\approx\frac{ke^2}{8\pi\varepsilon_0r}.$$

Atomic orbits have sizes of the order of the Bohr radius $a_0$. Setting $r=a_0$ gives $I_k\approx k\times13.6$ eV. Since $1+2+\dots+10=55$, the sum is $55\times13.6\approx748$ eV, and

$$W\approx(5\times10^{14})(748\ \text{eV})(1.60\times10^{-19}\ \text{J/eV})\approx60\ \text{mJ}.$$

The factor 55, in place of 10, carries the main physics. The weak point is the single radius for all ten electrons, which was assumed. The controlled calculation replaces it.

## From ten ionization energies to two total energies

Let $E(q)$ be the ground-state energy of the tin ion of charge $q$, with the removed electrons at rest far away and counted as zero energy. The $k$-th ionization energy is

$$I_k=E(k)-E(k-1).$$

Adding the ten steps gives

$$\sum_{k=1}^{10}I_k=[E(1)-E(0)]+[E(2)-E(1)]+\dots+[E(10)-E(9)].$$

Each energy from $E(1)$ to $E(9)$ occurs once with a plus sign and once with a minus sign, so

$$S\equiv\sum_{k=1}^{10}I_k=E(10)-E(0).$$

An error in $E(4)$, for example, raises $I_4$ and lowers $I_5$ by the same amount and leaves $S$ unchanged. The total needs accurate energies for the two end states; the intermediate ions show how the cost is distributed.

## Which electrons leave, and in which states

Neutral tin has the outer configuration $4d^{10}5s^25p^2$. The two $5p$ electrons leave first, then the two $5s$ electrons, then six of the ten $4d$ electrons. Sn$^{10+}$ is left with $4d^4$.

An open shell can be filled in several ways with different energies. Hund's rules select the largest total spin, and then the largest orbital angular momentum $L$ compatible with it. For $4d^4$, four parallel spins occupy four of the five orbitals with $m=2,1,0,-1,-2$. The largest sum of $m$ is $2+1+0-1=2$, so $L=2$, a D term. For $4d^8$, five spin-up electrons contribute zero and three spin-down electrons contribute at most $2+1+0=3$, so $L=3$, an F term. The same counting gives the terms P, P, S, S, S, D, F, F, D, S, D for $q=0$ to 10.

## Computing the energies

In Hartree atomic units, the Hamiltonian for the $n$ electrons treated explicitly is

$$H=\sum_{i=1}^{n}\left[-\frac12\nabla_i^2+v(i)\right]+\sum_{i<j}\frac1{r_{ij}}.$$

Here $v$ is a pseudopotential: it represents the nucleus and the 28 innermost electrons, and includes relativistic effects other than spin-orbit coupling. The neutral atom then has $n=22$ and Sn$^{10+}$ has $n=12$.

The Hartree-Fock energy is the lowest expectation value of $H$ obtainable from one antisymmetrized product $\Phi$ of orbitals,

$$E_{\rm HF}(q)=\min_\Phi\langle\Phi|H|\Phi\rangle.$$

The unrestricted form used here lets spin-up and spin-down electrons have different orbitals. Each electron moves in the average field of the others, with exchange included. The orbitals are expanded in Gaussian functions. The steps are:

| $k$ | Electron | $I_k$ (eV) | $I_k/k$ (eV) | Running sum (eV) |
|---:|:---:|---:|---:|---:|
| 1 | $5p$ | 6.9 | 6.9 | 6.9 |
| 2 | $5p$ | 13.7 | 6.9 | 20.6 |
| 3 | $5s$ | 28.5 | 9.5 | 49.1 |
| 4 | $5s$ | 39.2 | 9.8 | 88.3 |
| 5 | $4d$ | 75.7 | 15.1 | 164.0 |
| 6 | $4d$ | 93.7 | 15.6 | 257.7 |
| 7 | $4d$ | 114.2 | 16.3 | 371.9 |
| 8 | $4d$ | 135.5 | 16.9 | 507.3 |
| 9 | $4d$ | 156.0 | 17.3 | 663.3 |
| 10 | $4d$ | 186.9 | 18.7 | 850.2 |

A single product state need not have a definite $L$. As a test, the expectation value of $L^2/\hbar^2$ was evaluated for all eleven states and compared with $L(L+1)$. The largest difference is 0.03, so the calculation has found the intended terms.

Hartree-Fock omits correlation: the way electrons avoid one another beyond the average field. Second-order perturbation theory estimates this energy as

$$E_{\rm c}=-\sum_{i<j}\sum_{a<b}
\frac{|\langle ij||ab\rangle|^2}{\epsilon_a+\epsilon_b-\epsilon_i-\epsilon_j}.$$

Here $i,j$ label occupied spin orbitals and $a,b$ empty ones, $\epsilon$ is an orbital energy, and $\langle ij||ab\rangle$ is the Coulomb matrix element minus its exchange partner. The denominator is positive because the empty orbitals lie higher, so $E_{\rm c}$ is negative.

The neutral atom has $22\times21/2=231$ explicit electron pairs, and the ion has $12\times11/2=66$. One expects ionization to lose correlation energy, and the calculation confirms it:

$$E_{\rm c}(10)-E_{\rm c}(0)=+11.7\ \text{eV}.$$

The sign is positive because the neutral atom is lowered more than the ion. The total cost per atom is

$$S=850.2+11.7\approx862\ \text{eV}.$$

Three comparisons indicate how far this number can be trusted. A denser set of radial functions changes the Hartree-Fock sum by $-0.9$ eV and single steps by up to about 0.3 eV, so the last digit in the table is not converged. Enlarging the set of higher angular functions changes the correlation term from 9.5 to 11.7 eV, so that term is not converged. A still larger basis, with denser radial sets and $h$ functions, raises it to about 13.6 eV, and it is still growing; the Hartree-Fock sum in that basis is 849.0 eV, so the total, 862.6 eV, moves little only because the two shifts have opposite signs. The basis uncertainty of $S$ is thus one or two eV. Finally, a Hartree-Fock calculation with all 50 electrons, a scalar-relativistic Hamiltonian and a different basis gives 850.1 eV. It tests the pseudopotential; since the basis shift is itself near 1 eV, the agreement to 0.1 eV is partly fortuitous. None of these comparisons measures the error of stopping at second order. The value 862 eV is a computed estimate, not a spectroscopic reference. For the droplet budget it helps that the whole computed correlation term is under 2% of the total, or about 1 mJ.

## Counting the atoms

Cut a sphere of radius $R=d/2$ into discs. The disc at height $z$ has radius squared $R^2-z^2$, so

$$V=\int_{-R}^{R}\pi(R^2-z^2)\,dz
=\pi\left(2R^3-\frac{2R^3}{3}\right)
=\frac{4\pi R^3}{3}=\frac{\pi d^3}{6}.$$

For $d=30$ µm,

$$V=\frac{\pi}{6}(30)^3=14137\ \mu\text{m}^3=1.4137\times10^{-8}\ \text{cm}^3.$$

With density $\rho=7.0$ g/cm³, the mass is $\rho V=9.90\times10^{-8}$ g. Dividing by the molar mass $M$ gives the number of moles, and multiplying by Avogadro's number $N_A$ gives

$$N=\frac{\rho V N_A}{M}
=\frac{9.90\times10^{-8}}{118.71}\,(6.022\times10^{23})
=5.02\times10^{14}.$$

The ionization budget is therefore

$$W=NS=(5.02\times10^{14})(862\ \text{eV})(1.602\times10^{-19}\ \text{J/eV})
\approx69\ \text{mJ}.$$

In round figures this is 70 mJ. At fixed density and final charge,

$$W=\frac{\pi\rho N_AS}{6M}\,d^3,
\qquad
\frac{\Delta W}{W}\approx3\frac{\Delta d}{d}$$

for small changes. A 1% error in diameter shifts the result by about 2 mJ, whereas the 2.2 eV basis shift in the correlation term corresponds to less than 0.2 mJ. For a larger change the full cube is needed: a 27 µm droplet costs $(27/30)^3=0.729$ times as much, or 50.5 mJ.

## Comparing the two estimates

The envelope value of 748 eV is 13% below 862 eV. The column $I_k/k$ shows why it came this close. A constant radius $a_0$ would make that column constant at 13.6 eV. Instead it starts at half that value and ends well above it.

For the first four electrons the envelope gives $10\times13.6=136$ eV, against 88 eV from Hartree-Fock. For the six $4d$ electrons it gives $45\times13.6=612$ eV, against 762 eV. An overestimate of 48 eV partly cancels an underestimate of 150 eV. The good agreement of the total is thus helped by cancellation.

The largest break in $I_k/k$ is between the fourth and fifth steps, where removal passes from $5s$ to $4d$. The ionization energy grows by a factor $75.7/39.2=1.93$, of which the larger ionic charge would account for $5/4=1.25$ at fixed radius. In the circular-orbit picture the remaining factor of 1.54 means a smaller orbit. Solving $I_k=13.6\,k\,a_0/r$ for the radius gives $1.4a_0$ at the fourth step and $0.9a_0$ at the fifth. These are effective radii that reproduce the energies, not computed orbital sizes.

The last five steps make up 81% of the Hartree-Fock sum, so the budget depends strongly on the final charge. Each eV per atom costs the droplet $0.0804$ mJ. Stopping at Sn$^{4+}$ would cost 88 eV per atom, or 7 mJ; stopping at Sn$^{8+}$ would cost 507 eV, or 41 mJ. These two values omit correlation.

A plasma contains a mixture of charges, and its mean charge alone does not fix the cost. Take half the ions as Sn$^{8+}$ and half as Sn$^{10+}$. The mean charge is 9, but the mean cost is

$$\frac{507.3+850.2}{2}=678.8\ \text{eV},$$

compared with 663.3 eV for pure Sn$^{9+}$. The excess of 15.5 eV is $(I_{10}-I_9)/2$. It is positive because the later step is dearer.

## What the ionization budget leaves out

**Thermal energy.** In a classical gas at temperature $T$, the distribution of kinetic energy $\epsilon=xk_BT$ is proportional to $x^{1/2}e^{-x}$. The mean is

$$\frac{\langle\epsilon\rangle}{k_BT}
=\frac{\int_0^\infty x^{3/2}e^{-x}dx}{\int_0^\infty x^{1/2}e^{-x}dx}=\frac32,$$

since integrating the numerator by parts gives $\frac32$ times the denominator. Each original atom supplies one ion and ten electrons. For a rough plasma temperature $k_BT=30$ eV, shared by ions and electrons, the thermal energy is

$$11\times\frac32\times30=495\ \text{eV}.$$

This is 0.57 of the ionization energy and adds 40 mJ for the droplet. If the ions stay cold, the ten electrons still carry 450 eV. Thermal energy therefore belongs in any budget for the hot plasma.

**Attraction between ions and electrons.** The ions are not truly isolated. A simple model surrounds each ion of charge $Ze$ by a uniform sphere of electrons, of radius $a$ and total charge $-Ze$. With electron density $n_e$, neutrality requires $4\pi a^3n_e/3=Z$, or $4\pi n_e=3Z/a^3$. The ion-electron energy is

$$U_1=-\int_0^a\frac{Ze^2}{4\pi\varepsilon_0r}\,4\pi r^2n_e\,dr
=-\frac{3Z^2e^2}{4\pi\varepsilon_0a^3}\int_0^ar\,dr
=-\frac32\frac{Z^2e^2}{4\pi\varepsilon_0a}.$$

To find the electrons' mutual repulsion, build their sphere shell by shell. When its radius is $r$, it already holds $Z(r/a)^3$ electrons, and the next shell adds $3Zr^2dr/a^3$. Thus

$$U_2=\frac{e^2}{4\pi\varepsilon_0}
\int_0^a\frac{Zr^3}{a^3}\frac1r\frac{3Zr^2}{a^3}\,dr
=\frac35\frac{Z^2e^2}{4\pi\varepsilon_0a}.$$

Adding the two,

$$U=-\frac9{10}\frac{Z^2e^2}{4\pi\varepsilon_0a}.$$

The density can be set by the laser. In a field $E$ oscillating at angular frequency $\omega$, a free electron obeys $-m\omega^2x=-eE$, so $x=eE/(m\omega^2)$. The polarization is $-n_eex$, and the relative permittivity becomes $1-n_ee^2/(\varepsilon_0m\omega^2)$. It vanishes at the critical density

$$n_c=\frac{\varepsilon_0m\omega^2}{e^2},$$

beyond which, without collisions, the wave does not propagate. For a wavelength of 10.6 µm, $n_c=9.9\times10^{18}$ cm$^{-3}$. With $Z=10$ this gives $a=6.2$ nm and $U=-21$ eV per atom, about 2% of the ionization sum. The ion-sphere model is the strong-coupling limit, in which the ratio $Z^2e^2/(4\pi\varepsilon_0ak_BT)$ is large and the ions keep well apart. Here that ratio is only 0.77 at 30 eV, so the figure gives the order of magnitude only: for thermally moving ions in a uniform electron background, an integral-equation (hypernetted-chain) calculation gives about $-12$ eV.

In the ion-sphere model $U\propto n_e^{1/3}$ at fixed $Z$, so a tenfold shorter wavelength, which raises $n_c$ a hundredfold, would make the attraction $100^{1/3}=4.6$ times stronger: about $-97$ eV. With thermal motion at 30 eV included, the growth is faster, from about $-12$ to about $-77$ eV. The isolated-ion estimate is therefore less accurate in denser plasmas.

**Spin-orbit coupling.** For one $d$ electron this interaction is $\zeta\,\mathbf l\cdot\mathbf s$, with the angular momenta in units of $\hbar$. Squaring $\mathbf j=\mathbf l+\mathbf s$ gives

$$\mathbf l\cdot\mathbf s=\frac12[j(j+1)-l(l+1)-s(s+1)].$$

For $l=2$, $s=\frac12$ and the lower level $j=\frac32$, it equals $\frac12(\frac{15}{4}-6-\frac34)=-\frac32$. Within the $4d^4$ configuration, four electrons can thus lower the ion by at most $6\zeta$. An estimate with the unscreened nuclear charge, which makes the coupling too strong, gives $\zeta=0.72$ eV and hence a limit of 4.3 eV on the lowering, or 0.5% of $S$. The actual lowering is smaller, because the repulsion between the electrons keeps them from all occupying the lower level. Spin-orbit lowering of the neutral atom would act in the opposite direction and is not included.

**Cohesion.** Separating liquid tin into atoms takes roughly 3 eV per atom, or 0.2 mJ for the droplet.

Taken together, the rough internal energy, relative to liquid tin, of a droplet turned entirely into Sn$^{10+}$ and electrons at 30 eV is

$$862+495-21+3\approx1340\ \text{eV per atom},$$

or about 108 mJ, before spin-orbit corrections, radiation, directed motion and excitation of the electrons still bound to the ions. The charge and the temperature are chosen separately here, not derived from thermal equilibrium. At 30 eV, excitation of the bound electrons can be a large additional term, so this sum is not a complete energy budget for a hot plasma.

## The droplet in an EUV source

A diameter near 30 µm, a droplet rate near 50 kHz and a laser wavelength of 10.6 µm are rough values in the regime of laser-produced tin plasma sources for 13.5 nm lithography. At that rate, ionizing every atom of every droplet to Sn$^{10+}$ would take $0.0693\ \text{J}\times50000\ \text{s}^{-1}\approx3.5$ kW of absorbed power. The assumption most open to doubt in a real source is that every atom reaches Sn$^{10+}$: the plasma has a range of charges, and some tin may be heated weakly. If half the atoms reached Sn$^{10+}$ and the rest stayed neutral, the ionization cost would fall to 35 mJ.

Radiation can move the total the other way. A photon at 13.5 nm carries about 92 eV, so an ion that emits nine or ten of them has radiated as much energy as its ionization cost. Ions can be excited repeatedly during a pulse, and recombination can return ionization energy to the electrons or to light. The 70 mJ is thus the energy stored in ionization when all atoms are Sn$^{10+}$ at once. The required laser pulse energy also depends on absorption, heating, expansion and radiation. The values behind these estimates are collected in the numerical output below.

## Computed values

```
Tin ionization steps, HF with scalar-relativistic pseudopotential
I_1: 6.85 eV
I_2: 13.74 eV
I_3: 28.46 eV
I_4: 39.22 eV
I_5: 75.70 eV
I_6: 93.74 eV
I_7: 114.15 eV
I_8: 135.46 eV
I_9: 155.96 eV
I_10: 186.87 eV
HF sum of ten steps: 850.2 eV
Share of last five steps in HF sum: 80.7 %
Ten times first HF step: 68.5 eV
Largest error in L^2: 0.0318 hbar^2
HF sum shift in denser basis: -0.898 eV
All-electron HF sum: 850.1 eV
MP2 correction, smaller basis: 9.45 eV
MP2 correction, larger basis: 11.65 eV
MP2 basis shift: 2.19 eV
Ionization sum, HF plus MP2: 861.8 eV per atom
Droplet diameter: 30 um
Rough liquid density: 7.0 g/cm3
Molar mass: 118.71 g/mol
Droplet volume: 14137 um3
Droplet mass: 99.0 ng
Number of atoms: 5.020e+14
Droplet ionization energy: 69.3 mJ
Ionization energy at 27 um diameter: 50.5 mJ
Rough droplet rate: 50 kHz
Ionization power at this rate: 3.47 kW
Rough plasma temperature: 30 eV
Thermal energy: 495 eV per atom
Thermal / ionization energy: 0.57
Thermal energy of droplet: 39.8 mJ
Laser wavelength: 10.6 um
Critical electron density: 9.92e+18 cm^-3
Ion-sphere radius: 6.22 nm
Plasma attraction energy: -20.8 eV per atom
4d spin-orbit zeta, upper-side estimate: 0.72 eV
Sn10+ spin-orbit lowering, estimate: 4.3 eV
Rough cohesive energy: 3 eV per atom
```
